# Phase Fixing of Bloch States for Localized Single-Band Wave Packets: verification in Python

```python
# RESULT UNDER TEST
# A packet W = sum_j c_j psi_j of Bloch states psi_j = exp(i k_j x) u_j / sqrt(N)
# is most localized, for given |c_j|, when all overlaps <u_j|u_j+1> are real and
# positive (parallel transport). Independent eigenvector phases instead give a
# mean probability 1/N in every cell of the ring.
# Symbols: N cells of length a; orbitals at 0 and b in each cell; hoppings t1
# (inside a cell) and t2 (between cells); on-site energies +stag and -stag;
# dk = 2 pi/(N a); Gaussian |c|^2 of standard deviation sigma about k0;
# x0 = intended centre; Z = <exp(-i dk x)>; participation = 1/sum(P_cell^2).
# Units: eV, nm, fs.
import numpy as np
from scipy import constants

hbar = constants.hbar / constants.e * 1e15
a, b = 0.5, 0.2
t1, t2, stag = 1.0, 0.7, 0.2
k0, sigma = 0.7 * np.pi / a, 0.3
rng = np.random.default_rng(12345)


class Chain:
    """Bloch Hamiltonians, positions and packet weights for a ring of N cells."""

    def __init__(self, N):
        self.N, self.L = N, N * a
        self.dk = 2 * np.pi / self.L
        self.k = k0 + self.dk * (np.arange(N) - N // 2)
        self.x0 = 0.4 * self.L
        k = self.k
        self.f = -(t1 * np.exp(1j * k * b) + t2 * np.exp(-1j * k * (a - b)))
        self.df = -(1j * b * t1 * np.exp(1j * k * b)
                    - 1j * (a - b) * t2 * np.exp(-1j * k * (a - b)))
        self.H = np.zeros((N, 2, 2), complex)
        self.H[:, 0, 0], self.H[:, 1, 1] = stag, -stag
        self.H[:, 0, 1], self.H[:, 1, 0] = self.f, self.f.conj()
        self.orb = np.tile([0, 1], N)
        self.x = np.repeat(np.arange(N) * a, 2) + b * self.orb
        w = np.exp(-(k - k0) ** 2 / (4 * sigma ** 2))
        self.w = w / np.linalg.norm(w)
        self.c = self.w * np.exp(-1j * k * self.x0)

    def bloch(self, u):
        waves = np.exp(1j * np.outer(self.x, self.k)) / np.sqrt(self.N)
        return waves * u.T[self.orb]

    def packet(self, u):
        return self.bloch(u) @ self.c

    def cells(self, psi):
        p = np.abs(psi) ** 2
        return p.reshape((self.N, 2) + p.shape[1:]).sum(axis=1)

    def random_start_solver(self, runs):
        """Lower-band vectors from 128 inverse iterations on random vectors."""
        shift = -(t1 + t2 + stag) - 0.1
        M = np.linalg.inv(self.H - shift * np.eye(2))
        M = M / np.linalg.norm(M, ord=2, axis=(1, 2), keepdims=True)
        F = np.linalg.matrix_power(M, 128)
        start = (rng.normal(size=(runs, self.N, 2))
                 + 1j * rng.normal(size=(runs, self.N, 2)))
        u = np.einsum('jab,rjb->rja', F, start)
        return u / np.linalg.norm(u, axis=2, keepdims=True)


def links(u):
    return np.sum(u[:-1].conj() * u[1:], axis=1)


def parallel_transport(u):
    out = u.copy()
    for j in range(1, len(out)):
        s = np.vdot(out[j - 1], out[j])
        out[j] *= s.conjugate() / abs(s)
    return out


def moments(x, psi):
    p = np.abs(psi) ** 2
    mean = p @ x
    return mean, p @ (x - mean) ** 2, p @ (x - mean) ** 3


def participation(ch, psi):
    return 1 / np.sum(ch.cells(psi) ** 2)


def scattered_prediction(ch, u):
    """1/mean(sum P^2) for independent uniform phases, from pair overlaps."""
    v = u * np.exp(1j * np.outer(ch.k, [0.0, b]))
    pair = np.outer(ch.w, ch.w) * np.abs(v.conj() @ v.T)
    np.fill_diagonal(pair, 0)
    return ch.N / (1 + np.sum(pair ** 2))


def ensemble(ch, u_ref, runs):
    """Packets built directly from repeated runs of the random-start solver."""
    u = ch.random_start_solver(runs)
    phases = np.einsum('ja,rja->jr', u_ref.conj(), u)
    assert np.max(np.abs(np.abs(phases) - 1)) < 1e-9
    return ch.bloch(u_ref) @ (ch.c[:, None] * phases)


ch = Chain(200)
N, x, w2 = ch.N, ch.x, ch.w ** 2
energies, vectors = np.linalg.eigh(ch.H)
u_lapack = vectors[:, :, 0]
u_raw = ch.random_start_solver(1)[0]
u_pt = parallel_transport(u_raw)
u_real = u_lapack * np.exp(-1j * np.angle(u_lapack[:, :1]))
psi_raw, psi_pt = ch.packet(u_raw), ch.packet(u_pt)
psi_lapack, psi_real = ch.packet(u_lapack), ch.packet(u_real)

# Real-space Hamiltonian and velocity operator, built without Bloch's theorem
Hx = np.zeros((2 * N, 2 * N))
for n in range(N):
    A, B, nextA = 2 * n, 2 * n + 1, (2 * n + 2) % (2 * N)
    Hx[A, A], Hx[B, B] = stag, -stag
    Hx[A, B] = Hx[B, A] = -t1
    Hx[B, nextA] = Hx[nextA, B] = -t2
dx = x[None, :] - x[:, None]
dx -= ch.L * np.round(dx / ch.L)
Vx = 1j / hbar * Hx * dx
states = ch.bloch(u_raw)
assert np.max(np.abs(Hx @ states - states * energies[:, 0])) < 1e-10
assert np.allclose(states.conj().T @ states, np.eye(N), atol=1e-10)

# The fixed packet does not depend on the phases delivered by the solver
same = abs(np.vdot(psi_pt, ch.packet(parallel_transport(u_lapack))))
assert abs(same - 1) < 1e-10

# Link formula for Z, and its upper bound reached by parallel transport
ring_phase = np.exp(-1j * ch.dk * x)
def Z_of(psi):
    return ring_phase @ np.abs(psi) ** 2
for u, psi in ((u_raw, psi_raw), (u_pt, psi_pt), (u_real, psi_real)):
    chain_sum = np.sum(ch.c[:-1].conj() * ch.c[1:] * links(u))
    assert abs(Z_of(psi) - chain_sum) < 1e-11
link_size = np.abs(links(u_lapack))
bound = np.sum(ch.w[:-1] * ch.w[1:] * link_size)
Z_pt = Z_of(psi_pt)
assert abs(abs(Z_pt) - bound) < 1e-11
circular_centre = (-np.angle(Z_pt) / ch.dk) % ch.L
assert abs(circular_centre - ch.x0) < 1e-8
for _ in range(100):
    noise = np.exp(0.05j * rng.normal(size=N))
    assert abs(Z_of(ch.packet(u_pt * noise[:, None]))) < abs(Z_pt)

# Centre and variance: real-space moments against geometry of the band
mean_pt, var_pt, third_pt = moments(x, psi_pt)
mean_real, var_real, _ = moments(x, psi_real)
dH = np.zeros_like(ch.H)
dH[:, 0, 1], dH[:, 1, 0] = ch.df, ch.df.conj()
inter = np.einsum('ja,jab,jb->j', vectors[:, :, 1].conj(), dH, u_lapack)
metric = np.abs(inter) ** 2 / (energies[:, 1] - energies[:, 0]) ** 2
mean_metric = w2 @ metric
var_envelope = 1 / (4 * sigma ** 2)
assert abs(var_pt - var_envelope - mean_metric) < 1e-4 * mean_metric + 1e-6
connection = np.abs(u_lapack[:, 1]) ** 2 * np.imag(ch.df / ch.f)
mean_A = w2 @ connection
var_A = w2 @ (connection - mean_A) ** 2
assert abs(mean_real - ch.x0 - mean_A) < 1e-7
assert abs(var_real - var_envelope - mean_metric - var_A) < 1e-6
grid_shift = ch.dk ** 2 * third_pt / 6
assert abs(mean_pt - ch.x0 - grid_shift) < 0.05 * abs(grid_shift) + 1e-7

# Independent phases: uniform mean density, participation, and mean |Z|^2
runs = 4000
many = ensemble(ch, u_pt, runs)
P = ch.cells(many)
uniform_error = np.max(np.abs(N * P.mean(axis=1) - 1))
assert uniform_error < 0.12          # sampling error about 1/sqrt(runs) per cell
part_mc = 1 / np.mean(np.sum(P ** 2, axis=0))
part_formula = scattered_prediction(ch, u_lapack)
assert abs(part_mc / part_formula - 1) < 0.05
Z2_mc = np.mean(np.abs(ring_phase @ np.abs(many) ** 2) ** 2)
Z2_formula = np.sum(w2[:-1] * w2[1:] * link_size ** 2)
assert abs(Z2_mc / Z2_formula - 1) < 0.12
signs = rng.choice([-1.0, 1.0], size=(N, runs))
P_sign = ch.cells(ch.bloch(u_pt) @ (ch.c[:, None] * signs))
sign_error = np.max(np.abs(N * P_sign.mean(axis=1) - 1))
assert sign_error < 0.15             # sign averages fluctuate somewhat more

# Energy and velocity are blind to the phases
band_v = t1 * t2 * a * np.sin(ch.k * a) / (hbar * np.abs(energies[:, 0]))
mean_v, mean_E = w2 @ band_v, w2 @ energies[:, 0]
for psi in (psi_raw, psi_pt, psi_lapack):
    assert abs(np.vdot(psi, Vx @ psi).real - mean_v) < 1e-10
    assert abs(np.vdot(psi, Hx @ psi).real - mean_E) < 1e-10

# Motion under the real-space Hamiltonian
time = 40.0
ex, modes = np.linalg.eigh(Hx)
psi_t = modes @ (np.exp(-1j * ex * time / hbar) * (modes.T @ psi_pt))
mean_t, var_t, _ = moments(x, psi_t)
var_v = w2 @ (band_v - mean_v) ** 2
var_t_formula = var_envelope + mean_metric + time ** 2 * var_v
assert abs(mean_t - mean_pt - mean_v * time) < 1e-6
assert abs(var_t / var_t_formula - 1) < 1e-3

# Growth of the scattered packet with the size of the ring
size_rows = []
for cells in (100, 200, 400):
    c2 = Chain(cells)
    u2 = parallel_transport(c2.random_start_solver(1)[0])
    P2 = c2.cells(ensemble(c2, u2, 2000))
    mc = 1 / np.mean(np.sum(P2 ** 2, axis=0))
    formula = scattered_prediction(c2, u2)
    assert abs(mc / formula - 1) < 0.05
    size_rows.append((cells, participation(c2, c2.packet(u2)), mc, formula))
assert abs(size_rows[2][1] / size_rows[0][1] - 1) < 0.01
assert size_rows[2][2] > 3.5 * size_rows[0][2]

print(f"hoppings t1, t2 = {t1}, {t2} eV; on-site +/- {stag} eV")
print(f"cell a = {a} nm, orbital offset b = {b} nm, N = {N}, L = {ch.L} nm")
print(f"k0 = {k0:.4f} 1/nm, sigma = {sigma} 1/nm, dk = {ch.dk:.5f} 1/nm")
print(f"intended centre x0 = {ch.x0:.1f} nm")
print(f"smallest band gap on grid = {np.min(energies[:,1]-energies[:,0]):.4f} eV")
print(f"effective number of k points 1/sum|c|^4 = {1/np.sum(w2**2):.2f}")
print(f"weight |c|^2 at the cut = {w2[0]:.1e}")
print(f"smallest link modulus = {link_size.min():.6f}")
print("links from k0 upward: raw phase (rad), modulus, phase after fixing (rad)")
for j in range(N // 2, N // 2 + 3):
    s, r = links(u_raw)[j], links(u_pt)[j]
    print(f"  link {j-N//2}: {np.angle(s):+.4f}, {abs(s):.6f}, {abs(np.angle(r)):.1e}")
print("packet: participation (cells), mean x (nm), rms width (nm), "
      "share within 5 nm of x0, |Z|")
near = np.abs(x - ch.x0) <= 5.0
for name, psi in (("random-start", psi_raw), ("LAPACK", psi_lapack),
                  ("real component", psi_real), ("parallel transp.", psi_pt)):
    m, v, _ = moments(x, psi)
    share = np.sum(np.abs(psi[near]) ** 2)
    print(f"  {name}: {participation(ch, psi):.2f}, {m:.4f}, {np.sqrt(v):.4f}, "
          f"{share:.4f}, {abs(Z_of(psi)):.6f}")
jumps = np.sum(np.abs(np.angle(links(u_lapack))) > np.pi / 2)
print(f"LAPACK links with phase jump above pi/2: {jumps} of {N-1}")
print(f"upper bound on |Z| = {bound:.6f}")
print(f"circular centre, parallel transport = {circular_centre:.6f} nm")
print(f"mean x - x0, parallel transport = {mean_pt-ch.x0:.3e} nm")
print(f"grid shift dk^2 kappa3/6 = {grid_shift:.3e} nm")
print(f"envelope variance 1/(4 sigma^2) = {var_envelope:.6f} nm^2")
print(f"mean quantum metric = {mean_metric:.6f} nm^2")
print(f"variance, parallel transport = {var_pt:.6f} nm^2")
print(f"real-component gauge: mean A = {mean_A:.6f} nm, Var A = {var_A:.3e} nm^2")
print(f"real-component gauge: measured displacement = {mean_real-ch.x0:.6f} nm")
print(f"real-component gauge: measured variance = {var_real:.6f} nm^2")
print(f"solver runs in ensemble = {runs}")
print(f"largest relative deviation of mean density from 1/N = {uniform_error:.4f}")
print(f"same with random signs only = {sign_error:.4f}")
print(f"mean |Z|^2: sampled {Z2_mc:.5f}, formula {Z2_formula:.5f}")
print("cells N: fixed participation, scattered sampled, scattered formula")
for row in size_rows:
    print(f"  {row[0]}: {row[1]:.2f}, {row[2]:.2f}, {row[3]:.2f}")
print(f"mean energy of every packet = {mean_E:.5f} eV")
print(f"mean velocity of every packet = {mean_v:.5f} nm/fs")
print(f"after {time:.0f} fs: mean x = {mean_t:.4f} nm, <v>t = {mean_v*time:.4f} nm")
print(f"velocity spread = {np.sqrt(var_v):.5f} nm/fs")
print(f"variance then: measured {var_t:.5f}, formula {var_t_formula:.5f} nm^2")
print("every check passed")
```

Printed output:

```
hoppings t1, t2 = 1.0, 0.7 eV; on-site +/- 0.2 eV
cell a = 0.5 nm, orbital offset b = 0.2 nm, N = 200, L = 100.0 nm
k0 = 4.3982 1/nm, sigma = 0.3 1/nm, dk = 0.06283 1/nm
intended centre x0 = 40.0 nm
smallest band gap on grid = 0.7211 eV
effective number of k points 1/sum|c|^4 = 16.93
weight |c|^2 at the cut = 4.7e-97
smallest link modulus = 0.999364
links from k0 upward: raw phase (rad), modulus, phase after fixing (rad)
  link 0: -2.6313, 0.999985, 4.7e-17
  link 1: +2.3141, 0.999983, 7.8e-18
  link 2: -2.4665, 0.999980, 5.2e-17
packet: participation (cells), mean x (nm), rms width (nm), share within 5 nm of x0, |Z|
  random-start: 108.56, 56.1207, 29.7209, 0.0762, 0.151784
  LAPACK: 20.91, 42.0632, 14.3206, 0.7978, 0.764976
  real component: 11.83, 40.0950, 1.6698, 0.9977, 0.994512
  parallel transp.: 11.83, 40.0000, 1.6693, 0.9978, 0.994514
LAPACK links with phase jump above pi/2: 59 of 199
upper bound on |Z| = 0.994514
circular centre, parallel transport = 40.000000 nm
mean x - x0, parallel transport = 4.770e-07 nm
grid shift dk^2 kappa3/6 = 4.769e-07 nm
envelope variance 1/(4 sigma^2) = 2.777778 nm^2
mean quantum metric = 0.008869 nm^2
variance, parallel transport = 2.786647 nm^2
real-component gauge: mean A = 0.094965 nm, Var A = 1.474e-03 nm^2
real-component gauge: measured displacement = 0.094965 nm
real-component gauge: measured variance = 2.788121 nm^2
solver runs in ensemble = 4000
largest relative deviation of mean density from 1/N = 0.0293
same with random signs only = 0.0252
mean |Z|^2: sampled 0.05844, formula 0.05844
cells N: fixed participation, scattered sampled, scattered formula
  100: 11.83, 53.18, 53.16
  200: 11.83, 102.71, 103.08
  400: 11.83, 202.29, 203.07
mean energy of every packet = -0.84042 eV
mean velocity of every packet = 0.50661 nm/fs
after 40 fs: mean x = 60.2646 nm, <v>t = 20.2646 nm
velocity spread = 0.00854 nm/fs
variance then: measured 2.90332, formula 2.90332 nm^2
every check passed
```
